# Interstitial supersaturation below a straight mask edge during oxidation: verification in Python

```python
"""Steady interstitial diffusion below a straight mask edge.

Result under test: (R-1)/s = 1/2 + arctan(x/y)/pi, hence 1/2 at x = 0.
R = C/C* is the interstitial concentration over equilibrium, s = R-1 at the
oxidising surface (x > 0), R = 1 under the mask (x < 0), y is the depth.
Lengths in the numerical solutions are in micrometres.
An exchange length is diffusivity / surface recombination velocity.
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants
from scipy.integrate import quad, solve_bvp, trapezoid
from scipy.interpolate import RegularGridInterpolator
from scipy.sparse.linalg import splu
from scipy.special import erf, erfc, erfinv

IDEAL = 1e-6   # exchange length so short that the surface value is fixed


def ideal_excess(x, y):
    return 0.5 + np.arctan(x / y) / np.pi


def graded(first, ratio, extent):
    count = int(np.ceil(np.log(extent*(ratio-1)/first + 1)/np.log(ratio)))
    return np.cumsum(first * ratio**np.arange(count))


def line_operators(nodes):
    """Stiffness matrix and cell widths of a one-dimensional mesh."""
    gaps = np.diff(nodes)
    n = len(nodes)
    difference = sp.diags([-np.ones(n-1), np.ones(n-1)], [0, 1],
                          shape=(n-1, n))
    widths = np.zeros(n)
    widths[:-1] += gaps/2
    widths[1:] += gaps/2
    return difference.T @ sp.diags(1/gaps) @ difference, widths


def assemble(x, y, ell_open, ell_mask, back_sink=False):
    """Finite-volume balance; outer walls are closed unless back_sink."""
    kx, wx = line_operators(x)
    ky, wy = line_operators(y)
    top = np.zeros(len(y))
    top[0] = 1
    exchange = np.where(x > 0, 1/ell_open, 1/ell_mask)
    matrix = sp.kron(kx, sp.diags(wy)) + sp.kron(sp.diags(wx), ky)
    matrix = matrix + sp.diags(np.kron(wx*exchange, top))
    if back_sink:
        matrix = matrix + sp.diags(np.kron(wx/IDEAL, top[::-1]))
    source = np.kron(wx*exchange*(x > 0), top)
    return matrix, np.kron(wx, wy), source


def factor(matrix):
    return splu(sp.csc_matrix(matrix), permc_spec="MMD_AT_PLUS_A")


def field(x, y, values):
    return RegularGridInterpolator((x, y), values.reshape(len(x), len(y)))


def steady(x, y, ell_open=IDEAL, ell_mask=IDEAL, sink_length=np.inf,
           back_sink=False):
    matrix, volume, source = assemble(x, y, ell_open, ell_mask, back_sink)
    solution = factor(matrix + sp.diags(volume/sink_length**2)).solve(source)
    return field(x, y, solution)


def at(interpolator, x, y):
    return float(interpolator([[x, y]])[0])


# Rough typical inputs and trial values for the example
temperature = 1373.0            # K
D_int = 2e-5                    # cm2/s
C_eq = 5e12                     # cm-3
R_surface = 4.0
s = R_surface - 1
depth = 2.0                     # um
duration = 600.0                # s
D_boron = 1.5e-13               # cm2/s, without oxidation
oxide_rate = 1.5                # nm/min
si_in_oxide = 2.2e22            # silicon atoms per cm3 of oxide
si_density = 5e22               # silicon atoms per cm3 of crystal
wafer = 700.0                   # um
ell = 5.0                       # um, trial exchange length
sink_trial = 100.0              # um, trial bulk sink length
trap_factor = 100.0             # trial slowing of the transient
beta = 0.5                      # trial vacancy/interstitial transport ratio
film_stress, film_thickness = 1e9, 100e-9   # Pa, m

# Mesh differs on the two sides, so the half is not built in by symmetry
step = 0.1
x = np.concatenate((-(step/2 + graded(step, 1.10, 6e3))[::-1],
                    [-step/2, step/2], step/2 + graded(step, 1.08, 1e4)))
y = np.concatenate(([0.0], graded(step, 1.09, 1e4)))

# Angular law and the half below the edge
ideal = steady(x, y)
x_ten = -depth / np.tan(0.1*np.pi)
for px, py in [(0, 2), (0, 10), (0, 50), (-6, 2), (-2, 2), (2, 2),
               (6, 2), (-10, 10), (20, 5)]:
    assert abs(at(ideal, px, py) - ideal_excess(px, py)) < 0.004
assert abs(at(ideal, x_ten, depth) - 0.1) < 0.004

# Injected flux and its logarithmic total
positions = np.geomspace(1, 100, 400)
slopes = np.array([(at(ideal, p, 0) - at(ideal, p, y[1]))/y[1]
                   for p in positions])
flux_at_4 = (at(ideal, 4, 0) - at(ideal, 4, y[1]))/y[1]
assert abs(flux_at_4*4*np.pi - 1) < 0.03
assert abs(trapezoid(slopes, positions)*np.pi/np.log(100) - 1) < 0.03

# The edge carries half the blanket value: bulk sinks and finite wafer
with_sinks = steady(x, y, sink_length=20.0)
for py in (2, 10):
    assert abs(at(with_sinks, 0, py) - 0.5*np.exp(-py/20)) < 0.004
y_wafer = np.append(y[y < 0.93*wafer], wafer)
thin = steady(x, y_wafer, back_sink=True)
for py in (2, 100, 300):
    assert abs(at(thin, 0, py) - 0.5*(1 - py/wafer)) < 0.004

# Transient below the edge, by implicit time stepping
matrix, volume, source = assemble(x, y, IDEAL, IDEAL)
diffused_area, steps = 25.0, 200           # D*t in um2
increment = diffused_area/steps
stepper = factor(sp.diags(volume) + increment*matrix)
values = np.zeros(len(volume))
for _ in range(steps):
    values = stepper.solve(volume*values + increment*source)
transient = field(x, y, values)
for py in (2, 5):
    expected = 0.5*erfc(py/(2*np.sqrt(diffused_area)))
    assert abs(at(transient, 0, py) - expected) < 0.005


# Finite surface exchange, equal and unequal on the two sides
def equal_exchange(px, py):
    return quad(lambda q: np.exp(-q)*ideal_excess(px, py + ell*q),
                0, np.inf)[0]


equal = steady(x, y, ell, ell)
for px, py in [(0, 2), (0, 20), (-3, 2), (-2, 2), (4, 1)]:
    assert abs(at(equal, px, py) - equal_exchange(px, py)) < 0.004
weak_mask = steady(x, y, IDEAL, ell)
weak_open = steady(x, y, ell, IDEAL)
depths = (2.0, 20.0, 200.0)
weak_mask_edge = [at(weak_mask, 0, py) for py in depths]
weak_open_edge = [at(weak_open, 0, py) for py in depths]
assert weak_mask_edge[0] > weak_mask_edge[1] > weak_mask_edge[2] > 0.5
assert weak_mask_edge[0] > 0.6 and weak_mask_edge[2] < 0.53
assert np.allclose(np.add(weak_mask_edge, weak_open_edge), 1, atol=0.005)

# Fast recombination with vacancies: R - beta/R takes its mean value
mean_potential = ((R_surface - beta/R_surface) + (1 - beta))/2
R_vacancy = (mean_potential + np.sqrt(mean_potential**2 + 4*beta))/2


def two_species(z, f):
    loss = 2000*(f[0]*f[2] - 1)
    return np.vstack((f[1], loss, f[3], loss/beta))


def two_species_ends(a, b):
    return np.array([a[0]-R_surface, a[2]-1/R_surface, b[0]-1, b[2]-1])


z = np.linspace(0, 1, 201)
guess = R_surface - s*z
start = np.vstack((guess, -s*np.ones_like(z), 1/guess, s/guess**2))
pair = solve_bvp(two_species, two_species_ends, z, start, tol=1e-5,
                 max_nodes=20000)
assert pair.success
assert abs(pair.sol(0.5)[0] - R_vacancy) < 3e-3

# Boron layer spreading in the two-dimensional interstitial field
D_boron_um = D_boron*1e8
bx, by = np.linspace(-1.5, 1.5, 31), np.linspace(0.8, 3.2, 121)


def boron_diffusivity(px, py):
    grid_x, grid_y = np.meshgrid(px, py, indexing="ij")
    return (D_boron_um*(1 + s*ideal_excess(grid_x, grid_y))).ravel()


def differences(n):
    return sp.diags([-np.ones(n-1), np.ones(n-1)], [0, 1], shape=(n-1, n))


dx, dy = bx[1]-bx[0], by[1]-by[0]
grad_x = sp.kron(differences(len(bx)), sp.eye(len(by)))/dx
grad_y = sp.kron(sp.eye(len(bx)), differences(len(by)))/dy
spreading = (grad_x.T @ sp.diags(boron_diffusivity((bx[1:]+bx[:-1])/2, by))
             @ grad_x
             + grad_y.T @ sp.diags(boron_diffusivity(bx, (by[1:]+by[:-1])/2))
             @ grad_y)
layer = np.exp(-(by - depth)**2/(2*0.06**2))


def variance(profile):
    centre = np.sum(profile*by)/np.sum(profile)
    return np.sum(profile*(by-centre)**2)/np.sum(profile)


boron = np.tile(layer, len(bx))
boron_step = factor(sp.eye(len(boron)) + duration/150*spreading)
for _ in range(150):
    boron = boron_step.solve(boron)
edge_profile = boron.reshape(len(bx), len(by))[len(bx)//2]
gained = variance(edge_profile) - variance(layer)
R_edge = 1 + s*ideal_excess(0.0, depth)
assert abs(gained/(2*D_boron_um*R_edge*duration) - 1) < 0.01

# Film-edge line force: radial stress 2F cos(a)/(pi r) must balance F
balance = quad(lambda a: 2*np.cos(a)**2/np.pi, 0, np.pi)[0]
assert abs(balance - 1) < 1e-10
edge_stress = 2*film_stress*film_thickness/(np.pi*depth*1e-6)
stress_ratio = edge_stress/(si_density*1e6)/(constants.k*temperature)

# Example numbers
D_um = D_int*1e8
settling = depth**2/(4*D_um*erfinv(0.01)**2)
trapped_deficit = erf(depth/(2*np.sqrt(D_um/trap_factor*duration)))
flux_1um = D_int*C_eq*s/(np.pi*1e-4)
supply = D_int*C_eq*s/np.pi*np.log(100)
consumed = oxide_rate*1e-7/60*si_in_oxide
recession = oxide_rate*duration/60*si_in_oxide/si_density


def spread_nm(ratio):
    return 1e3*np.sqrt(2*D_boron_um*ratio*duration)


print(f"temperature: {temperature:.0f} K")
print(f"interstitial diffusivity D: {D_int:.1e} cm2/s")
print(f"equilibrium concentration C*: {C_eq:.1e} cm-3")
print(f"surface ratio R: {R_surface:.1f}, surface excess s: {s:.1f}")
print(f"layer depth: {depth:.1f} um, time: {duration:.0f} s")
print(f"boron diffusivity without oxidation: {D_boron:.1e} cm2/s")
print("excess/s at layer depth: x (um), formula, finite volumes")
for px in (-6.0, -2.0, 0.0, 2.0, 6.0):
    print(f"  {px:5.1f}  {ideal_excess(px, depth):.4f}"
          f"  {at(ideal, px, depth):.4f}")
print("excess/s below edge, finite volumes, at 2, 10, 50 um: "
      + ", ".join(f"{at(ideal, 0, p):.4f}" for p in (2, 10, 50)))
print(f"x where excess/s is 0.1 at layer depth: {x_ten:.2f} um")
print(f"R below edge: {R_edge:.2f}")
print(f"C below edge: {R_edge*C_eq:.3e} cm-3")
print(f"boron spread far under mask: {spread_nm(1):.0f} nm")
print(f"boron spread below edge: {spread_nm(R_edge):.0f} nm")
print(f"same from 2D boron simulation: {1e3*np.sqrt(gained):.0f} nm")
print(f"boron spread far under open surface: {spread_nm(R_surface):.0f} nm")
print(f"injected flux 1 um from edge: {flux_1um:.2e} cm-2 s-1")
print(f"supply from 1 to 100 um: {supply:.2e} cm-1 s-1")
print(f"oxide growth rate: {oxide_rate:.1f} nm/min")
print(f"silicon consumed by oxidation: {consumed:.2e} cm-2 s-1")
print(f"injected/consumed 1 um from edge: {100*flux_1um/consumed:.2f} %")
print(f"distance where injected = consumed: {1e3*flux_1um/consumed:.1f} nm")
print("NEGLECTED EFFECTS at layer depth below edge")
print(f"time to come within 1 % of steady excess: {settling:.2f} s")
print(f"deficit at end if traps slow D {trap_factor:.0f} times: "
      f"{100*trapped_deficit:.2f} %")
print(f"deficit for bulk sink length {sink_trial:.0f} um: "
      f"{100*(1-np.exp(-depth/sink_trial)):.2f} %")
print(f"deficit for equilibrium back face at {wafer:.0f} um: "
      f"{100*depth/wafer:.2f} %")
print(f"trial exchange length: {ell:.1f} um, velocity: "
      f"{D_int/(ell*1e-4):.3f} cm/s")
print(f"equal exchange, excess/s at x = 0: {equal_exchange(0, depth):.4f}")
print(f"equal exchange, excess/s at x = -2 um: "
      f"{equal_exchange(-2, depth):.4f}")
print("edge excess/s at depths 2, 20, 200 um:")
print("  slow exchange under mask only: "
      + ", ".join(f"{v:.3f}" for v in weak_mask_edge))
print("  slow exchange at open surface only: "
      + ", ".join(f"{v:.3f}" for v in weak_open_edge))
print(f"vacancy transport ratio beta: {beta:.2f}")
print(f"with vacancies, R below edge: {R_vacancy:.3f}, "
      f"excess/s: {(R_vacancy-1)/s:.3f}")
print(f"surface recession: {recession:.1f} nm, over depth: "
      f"{100*recession/(depth*1e3):.2f} %")
print(f"film stress: {film_stress/1e9:.1f} GPa, thickness: "
      f"{film_thickness*1e9:.0f} nm")
print(f"largest edge-force stress at 2 um radius: {edge_stress/1e6:.1f} MPa")
print(f"that stress x atomic volume / kT: {stress_ratio:.3f}")
print("finished without a failed check")
```

It prints:

```
temperature: 1373 K
interstitial diffusivity D: 2.0e-05 cm2/s
equilibrium concentration C*: 5.0e+12 cm-3
surface ratio R: 4.0, surface excess s: 3.0
layer depth: 2.0 um, time: 600 s
boron diffusivity without oxidation: 1.5e-13 cm2/s
excess/s at layer depth: x (um), formula, finite volumes
   -6.0  0.1024  0.1026
   -2.0  0.2500  0.2502
    0.0  0.5000  0.5000
    2.0  0.7500  0.7499
    6.0  0.8976  0.8975
excess/s below edge, finite volumes, at 2, 10, 50 um: 0.5000, 0.5000, 0.5004
x where excess/s is 0.1 at layer depth: -6.16 um
R below edge: 2.50
C below edge: 1.250e+13 cm-3
boron spread far under mask: 134 nm
boron spread below edge: 212 nm
same from 2D boron simulation: 212 nm
boron spread far under open surface: 268 nm
injected flux 1 um from edge: 9.55e+11 cm-2 s-1
supply from 1 to 100 um: 4.40e+08 cm-1 s-1
oxide growth rate: 1.5 nm/min
silicon consumed by oxidation: 5.50e+13 cm-2 s-1
injected/consumed 1 um from edge: 1.74 %
distance where injected = consumed: 17.4 nm
NEGLECTED EFFECTS at layer depth below edge
time to come within 1 % of steady excess: 6.37 s
deficit at end if traps slow D 100 times: 1.03 %
deficit for bulk sink length 100 um: 1.98 %
deficit for equilibrium back face at 700 um: 0.29 %
trial exchange length: 5.0 um, velocity: 0.040 cm/s
equal exchange, excess/s at x = 0: 0.5000
equal exchange, excess/s at x = -2 um: 0.3790
edge excess/s at depths 2, 20, 200 um:
  slow exchange under mask only: 0.717, 0.571, 0.515
  slow exchange at open surface only: 0.283, 0.430, 0.489
vacancy transport ratio beta: 0.50
with vacancies, R below edge: 2.396, excess/s: 0.465
surface recession: 6.6 nm, over depth: 0.33 %
film stress: 1.0 GPa, thickness: 100 nm
largest edge-force stress at 2 um radius: 31.8 MPa
that stress x atomic volume / kT: 0.034
finished without a failed check
```
